# Why Johnson's Tunability Formula Is Not Exact for a Quartic Paraelectric

**Q:** I am extracting the anharmonic coefficient of a paraelectric capacitor film from its permittivity under bias. I use Johnson's formula,
\[
\chi(E)=\frac{\chi_0}{\left(1+k\,b\,\chi_0^3E^2\right)^{1/3}},
\]
with \(k\) a pure number. I take it to be the exact consequence of a free energy with a quadratic and a quartic term. The cube of \(\chi_0/\chi\) is then linear in \(E^2\), and the slope gives me \(b\). Is there anything to worry about?

**A:** Yes, the word "exact". Let us fix the conventions first, because \(k\) depends on them. Take a homogeneous film in static equilibrium, with polarization \(P\) along the field and
\[
F(P)=\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a>0,\; b>0 .
\]
This is mean-field theory: thermal fluctuations enter only through the coefficients. Setting \(dF/dP=0\) gives
\[
E=aP+bP^3 .
\]
The susceptibility is \(\chi=dP/dE\), so differentiating this equation with respect to \(P\) gives
\[
\frac1\chi=\frac{dE}{dP}=a+3bP^2 .
\]
The right side is positive, so each field has one polarization and that state is stable. At zero field \(\chi_0=1/a\).

In atomic units the relative permittivity is \(\varepsilon_b+4\pi\chi\), where \(\varepsilon_b\) is the background from everything except the soft polarization \(P\). In practical units \(4\pi\) is replaced by \(1/\varepsilon_0\). Johnson's formula concerns the soft part.

**Q:** I agree with all of that. How do I compare it with the cube root?

**A:** Remove the coefficients by scaling:
\[
p=P\sqrt{\frac ba},\qquad e=\frac{E\sqrt b}{a^{3/2}},\qquad u=p^2 .
\]
Substituting \(P=p\sqrt{a/b}\) turns both terms of \(aP+bP^3\) into multiples of \(a^{3/2}/\sqrt b\), so
\[
e=p+p^3,\qquad r\equiv\frac{\chi}{\chi_0}=\frac{1}{1+3u}.
\]
Also \(b\chi_0^3E^2=bE^2/a^3=e^2\), so Johnson's form is \(r=(1+ke^2)^{-1/3}\). Your linearity claim is that \(r^{-3}-1\) equals \(ke^2\). Write both as polynomials in \(u\):
\[
r^{-3}-1=(1+3u)^3-1=9u+27u^2+27u^3,
\]
\[
e^2=p^2(1+p^2)^2=u+2u^2+u^3 .
\]
Proportionality would require \(k=9\) from the first power, \(2k=27\) from the second and \(k=27\) from the third. No number satisfies all three.

**Q:** Then where does the cube root come from? It cannot be an accident that it works at all.

**A:** Both polynomials are cubic in \(u\) and both start at first order. Their ratio is therefore finite at both ends, and a cube root can have the right shape in each limit. The constant is what changes.

At low field, solve \(p=e-p^3\) by iteration. The first pass gives \(p\approx e-e^3\). Its cube is \(e^3-3e^5+\dots\), so the next pass gives
\[
p=e-e^3+3e^5-\dots,\qquad r=\frac{dp}{de}=1-3e^2+15e^4-\dots
\]
For Johnson's form use \((1+x)^{-1/3}=1-x/3+2x^2/9-\dots\) with \(x=ke^2\). Matching the \(e^2\) term requires \(k/3=3\), so \(k=9\). The next Johnson term is then \(2\cdot81/9=18\) times \(e^4\), where the quartic model has 15. Even with the right low-field constant, the formula fails at the next order.

**Q:** And at high field?

**A:** There the cubic term dominates. From \(p^3=e-p\),
\[
p=e^{1/3}\left(1-\frac pe\right)^{1/3}\approx e^{1/3}-\frac{e^{1/3}p}{3e}\approx e^{1/3}-\tfrac13e^{-1/3},
\]
where the last step puts \(p\approx e^{1/3}\) into the small correction. Differentiating,
\[
r\approx\tfrac13e^{-2/3}+\tfrac19e^{-4/3}.
\]
Johnson's form tends to \(k^{-1/3}e^{-2/3}\). Matching the leading term requires \(k^{1/3}=3\), so \(k=27\).

In the original variables the leading law is
\[
\chi\approx\frac{1}{3\,b^{1/3}E^{2/3}} .
\]
The coefficient \(a\) has dropped out. The same law follows at \(a=0\), where \(E=bP^3\) and \(1/\chi=3bP^2\). A strong field makes the film forget how far it is from its instability.

**Q:** My notes have 3 in front, neither 9 nor 27. Is that a third answer?

**A:** It may be the first answer in another notation. If \(\beta\) denotes the coefficient of \(P^2\) in \(1/\chi\), then \(\beta=3b\). The low-field product \(9b\) is then \(3\beta\), and the high-field product \(27b\) is \(9\beta\). If instead the free energy contains \(\beta P^4\), then \(b=4\beta\) and the constants are 36 and 108. A change of notation multiplies both by the same factor, so their ratio stays 3 and no redefinition of \(b\) removes the conflict. Check also whether the 3 belongs with the same \(b\) as ours. It does in the low-field law \(\chi/\chi_0\approx1/(1+3e^2)\), which has no cube root. Placed under a cube root with this \(b\), the 3 gives \(1-e^2\), only a third of the correct low-field change.

**Q:** Could the exact curve leave the band between the two limiting formulas at intermediate field?

**A:** It cannot. Define the constant that Johnson's form would need at each field:
\[
k(u)=\frac{r^{-3}-1}{e^2}=\frac{9(1+3u+3u^2)}{(1+u)^2}.
\]
By the quotient rule, after cancelling one factor \(1+u\),
\[
\frac{dk}{du}=9\,\frac{(3+6u)(1+u)-2(1+3u+3u^2)}{(1+u)^3}
=\frac{9(1+3u)}{(1+u)^3}>0 .
\]
Since \(u\) grows with field, \(k\) climbs steadily from 9 towards 27. A larger \(k\) means a smaller Johnson value, so at every nonzero field
\[
(1+27e^2)^{-1/3}<r<(1+9e^2)^{-1/3}.
\]

**Q:** How wide is the band? If it is a few per cent, I shall keep my formula.

**A:** Let \(R\) be the Johnson value divided by the exact one. For \(k=9\),
\[
R^3=\frac{1+k(u)e^2}{1+9e^2},
\]
which stays below 3 because \(k(u)<27\), and tends to 3 at high field. The overestimate therefore approaches \(3^{1/3}-1\), or 44% of the exact value.

For \(k=27\) the error vanishes at both ends and is worst between them. Here
\[
R^3=\frac{(1+3u)^3}{1+27u(1+u)^2}.
\]
The derivative of \(u(1+u)^2\) is \((1+u)(1+3u)\). Setting the logarithmic derivative of \(R^3\) to zero gives
\[
\frac{9}{1+3u}=\frac{27(1+u)(1+3u)}{1+27u(1+u)^2},
\]
or \(1+27u(1+u)^2=3(1+u)(1+3u)^2\). Expanding both sides,
\[
1+27u+54u^2+27u^3=3+21u+45u^2+27u^3,
\]
so \(9u^2+6u-2=0\). This is the same as \((1+3u)^2=3\), with the positive root \(u=(\sqrt3-1)/3=0.244\). At that point
\[
R^3=\frac{3\sqrt3}{9(1+u)}=0.464,\qquad R=0.774,
\]
an underestimate of 22.6%. The scaled field there is \(e=\sqrt u\,(1+u)=0.61\), which is moderate.

**Q:** What about a compromise constant?

**A:** I minimized the largest relative error over all fields numerically. The best single value is \(k\approx18.5\), and it still leaves an error of 13.5%. Such a constant is also wrong in both limits.

**Q:** Is there a closed formula that I can use instead?

**A:** Yes, since the equation of state is a cubic. Put \(p=(2/\sqrt3)\sinh\theta\). Then
\[
p+p^3=\frac{2}{3\sqrt3}\left(3\sinh\theta+4\sinh^3\theta\right)=\frac{2}{3\sqrt3}\sinh3\theta ,
\]
by the triple-argument identity. Setting this equal to \(e\) fixes \(\theta\). With \(1+3p^2=1+4\sinh^2\theta=2\cosh2\theta-1\), the result is
\[
\frac{\chi}{\chi_0}=\frac{1}{2\cosh2\theta-1},\qquad \sinh3\theta=\frac{3\sqrt3}{2}\,e .
\]
The scale can be read from a measured curve. The soft permittivity is halved when \(1+3u=2\), so \(u=1/3\) and \(e=(1/\sqrt3)(4/3)=4/(3\sqrt3)\). In terms of that field,
\[
\sinh3\theta=\frac{2E}{E_{1/2}},\qquad E_{1/2}=\frac{4a^{3/2}}{3\sqrt{3b}},\qquad b=\frac{16a^3}{27E_{1/2}^2}.
\]
This has no more free parameters than Johnson's formula with \(k\) fixed.

**Q:** Show me what happens at the fields of a real capacitor.

**A:** Take a 20 nm film with rough round parameters in the regime of paraelectric barium strontium titanate: soft permittivity 300 at zero field and \(b=8.0\times10^{-5}\) MV/cm per (µC/cm²)³. In these units \(\varepsilon_0=0.08854\) µC/cm² per MV/cm, so
\[
a=\frac{1}{0.08854\times300}=0.03765\ \text{MV/cm per µC/cm}^2 .
\]
The field scale is \(a^{3/2}/\sqrt b=0.817\) MV/cm and the polarization scale is \(\sqrt{a/b}=21.7\) µC/cm². The half-permittivity field is \(0.7698\times0.817=0.629\) MV/cm, or \(1.22\times10^{-4}\) atomic units.

At 1 MV/cm, which is 2 V across the film, \(e=1/0.817=1.22\). Solving the cubic numerically gives \(P=16.7\) µC/cm², hence \(u=(16.7/21.7)^2=0.592\). The permittivity is \(300/(1+3\times0.592)=108\). Repeating this at other fields gives the following soft permittivities.

| \(E\) (MV/cm) | Exact | \(k=9\) | \(k=27\) | Needed \(k\) |
|---|---|---|---|---|
| 0.25 | 242 | 245 | 197 | 9.7 |
| 0.50 | 174 | 183 | 134 | 11.1 |
| 1.00 | 108 | 123 | 87 | 13.6 |
| 1.50 | 80 | 95 | 66 | 15.4 |

At 1 MV/cm the low-field constant is 14% too high and the high-field constant 20% too low, relative to the exact value. The worst field for \(k=27\) is \(0.6145\times0.817=0.50\) MV/cm, well inside the working range.

**Q:** Could I reach the regime where 27 is right by raising the voltage?

**A:** Not in this film. Ask where the needed constant reaches 24. The condition \(9(1+3u+3u^2)=24(1+u)^2\) reduces to \(u^2-7u-5=0\), so \(u=7.65\) and \(e=\sqrt u\,(1+u)=23.9\). That is about 20 MV/cm. With a rough breakdown field of 2 MV/cm, the needed constant has reached only 16.7 when the film fails. For these parameters 27 is a correct limit of the model that the device does not approach.

**Q:** But I do not impose \(k\). I fit the slope, and the fit looks decent.

**A:** I fitted Johnson's form to the exact curve of this film, using 41 evenly spaced fields from 0 to 1 MV/cm, the zero-field value held at 300, and least squares in the permittivity. A straight line fitted to the cube of \(\chi_0/\chi\) weights the fields differently and would return a different number, but it meets the same difficulty. The fit returns \(k=11.4\) when the true \(b\) is supplied. The largest error is 5.9% of the exact value, at the top of the range, where the fit gives 114 instead of 108. With scattered data that might pass.

The damage comes in the next step. The fit determines the product \(kb\). If you divide it by 9, you get \(11.4/9=1.26\) times the true \(b\). If you divide it by 27, you get 0.42 times the true \(b\). The bias also depends on the largest field used, because the needed constant grows with field. Two people measuring the same ideal film over different ranges would report different coefficients.

**Q:** A real 20 nm film is not your ideal film. Which of your assumptions would hurt most?

**A:** At zero field, for the numbers I tried, the absence of an interface layer. Suppose the electrodes add a linear series capacitance \(C_i\), and neglect the background so that the charge density equals \(P\). For film thickness \(d\), the nominal field \(E=V/d\) is
\[
E=aP+bP^3+\frac{P}{C_id}=\left(a+\frac1{C_id}\right)P+bP^3 .
\]
The layer shifts \(a\) and leaves \(b\) alone, so the scaled curve survives with an apparent \(\chi_0\). For a rough \(C_i=10\) µF/cm² the shift is 0.050 in the units of \(a\), larger than \(a\) itself. The apparent permittivity falls from 300 to 129 at zero field, but only from 108 to 99 at a nominal 1 MV/cm. The film then feels 0.48 MV/cm, and the apparent half-permittivity field rises to 2.2 MV/cm. To extract \(b\), combine the apparent \(a\) with the apparent \(E_{1/2}\), not with a bulk value of either.

The other corrections, each taken alone at 1 MV/cm without the interface, are smaller. A sixth-order term \(cP^6/6\) with a rough \(c=3\times10^{-8}\) MV/cm per (µC/cm²)⁵ lowers the permittivity by 7%. If that term is ignored, the \(b\) read from the half-permittivity field comes out about 11% too high. A background permittivity of 6 changes the ratio of permittivity at 1 MV/cm to that at zero field from 0.360 to \((108.1+6)/(300+6)=0.373\). Without an interface layer, a measured total should have the background subtracted before the soft-mode formula is used. With the layer above, subtracting 6 from the apparent permittivity takes away too much, and the extracted \(b\) comes out about 12% too high; subtracting nothing leaves it about 16% too low. The layer's share of the voltage and of the inverse capacitance must then be removed first.

**Q:** And temperature? The capacitor may run hot.

**A:** Let \(a\) follow a Curie–Weiss law, so that warming by \(\Delta T\) adds \(\Delta T/(\varepsilon_0 C)\) to it, with a rough Curie constant \(C=10^5\) K. Warming by 60 K at fixed \(b\) lowers the zero-field permittivity by 15%. At 1 MV/cm it raises it by 1.4%.

**Q:** Raises it? The lattice has become stiffer.

**A:** It has, but it is also less polarized. At fixed field, differentiating \(E=aP+bP^3\) with respect to \(a\) gives \(0=P+(a+3bP^2)\,dP/da\). Therefore
\[
\frac{d}{da}\left(\frac1\chi\right)=1+6bP\frac{dP}{da}
=1-\frac{6bP^2}{a+3bP^2}=\frac{a-3bP^2}{a+3bP^2}.
\]
The sign changes at \(3bP^2=a\), which is \(u=1/3\), the half-permittivity point. Below that field the direct stiffening wins. Above it, the loss of field-induced stiffness wins and the permittivity rises with \(a\). That crossover, 0.63 MV/cm, is for a small change of \(a\); for the full 60 K step it lies at 0.71 MV/cm. Our 1 MV/cm lies above both. This holds for the film without an interface layer. With the 10 µF/cm² layer included, the apparent half-permittivity field is 2.2 MV/cm, and the same warming lowers the permittivity at a nominal 1 MV/cm by 3.3%.

**Q:** Can I carry the closed formula over to my hafnia–zirconia films?

**A:** Not if the field drives them from a nonpolar to a ferroelectric state. In a homogeneous Landau description with \(E=aP+bP^3+cP^5\), such a jump needs a range of \(P\) where \(dE/dP=a+3bP^2+5cP^4\) is negative. With \(a>0\) and \(c>0\) that requires \(b<0\).

Within this sixth-order model the low-field law warns you before any jump. To second order in field,
\[
\frac{\chi}{\chi_0}=1-3b\chi_0^3E^2 ,
\]
and a sixth-order term does not enter at this order. With negative \(b\) the permittivity first rises with bias. In dimensionless units, \(a=1\), \(b=-1\), \(c=1\) gives \(\chi/\chi_0=1.14\) at \(E=0.2\), although this choice has no jump: \(1-3P^2+5P^4\) never vanishes, since \(9-20<0\). Johnson's form with positive \(b\) can only fall with field, and the same holds for its closed replacement. A curve that rises on both sides of its symmetric point therefore excludes both, whatever positive constant is put in front of \(b\). A rise on one side only can come from a built-in field: with an offset of 0.25 MV/cm, our film with positive \(b\) climbs from 242 to 300 as the bias cancels the offset. A falling curve does not rule out a jump either. With an eighth-order term, \(E=P+P^3-2.8P^5+P^7\) has \(b>0\), and its susceptibility falls steadily to 0.92 of the zero-field value before the equilibrium polarization jumps at \(E=0.19\). A single-variable expansion is in any case only a sketch of a transition between two crystal structures.

**Q:** So for my paraelectric film, I should fit the hyperbolic formula after removing the background, and keep 9 for small bias?

**A:** Yes, provided the quartic model describes the film and any interface layer is negligible or has been corrected for first. "Small" can be made definite: the needed constant is 9.7 at 0.25 MV/cm in our example, and there \(k=9\) overestimates the permittivity by 1.2%. At the half-permittivity field the needed constant is already 11.8, so a slope taken out to that point no longer measures \(9b\).

All numerical values are calculated from the stated model.
